# Why anti-series memristors are ohmic and antiparallel memristors are not: verification in Python

```python
# Result under test: two identical linear-drift memristors in anti-series have
# constant total resistance while neither state is at a boundary; in
# antiparallel their conductance is strictly convex in flux, so never constant.
# x: doped fraction; M(x) = R_OFF - (R_OFF-R_ON)*x; dx/dt = K*i;
# K = mobility*R_ON/thickness^2; flux: time integral of the applied voltage.
# A reversed device obeys the same law with its own current of opposite sign.
# All quantities are in SI units unless a name or a printed label says otherwise.
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const

R_ON, R_OFF = 1.0e5, 5.0e5
THICKNESS = 50e-9
MOBILITY = 1.0e-14            # m^2/(V s), equal to 1e-10 cm^2/(V s)
TEMPERATURE = 300.0
FREQUENCY = 3.0
V_SERIES, V_PARALLEL = 4.0, 2.0
X_START = 0.4
DELTA = R_OFF - R_ON
K = MOBILITY * R_ON / THICKNESS**2
KAPPA = DELTA * K
OMEGA = 2 * np.pi * FREQUENCY
PERIOD = 1 / FREQUENCY
TIMES = np.linspace(0, PERIOD, 241)


def memristance(x):
    return R_OFF - DELTA * x


def linear_rate(current, x, resistance):
    return K * current


def simulate(connection, start, drive, times=TIMES, rate=linear_rate,
             law=memristance, second_sign=-1):
    """Integrate the circuit; return states, resistances and branch currents."""
    def branch_currents(t, x1, x2):
        r1, r2 = law(x1), law(x2)
        v = drive(t)
        if connection == "series":
            common = v / (r1 + r2)
            return r1, r2, common, common
        return r1, r2, v / r1, v / r2

    def derivative(t, x):
        r1, r2, i1, i2 = branch_currents(t, x[0], x[1])
        return [rate(i1, x[0], r1), rate(second_sign * i2, x[1], r2)]

    sol = solve_ivp(derivative, (times[0], times[-1]), start, t_eval=times,
                    method="DOP853", rtol=1e-11, atol=1e-13,
                    max_step=(times[-1] - times[0]) / 40)
    assert sol.success
    assert sol.y.min() > 0 and sol.y.max() < 1, "a state reached a boundary"
    r1, r2, i1, i2 = branch_currents(times, sol.y[0], sol.y[1])
    return sol.y, np.array([r1, r2]), np.array([i1, i2])


def spread(values):
    return (np.max(values) - np.min(values)) / values[0]


def sine_series(t):
    return V_SERIES * np.sin(OMEGA * t)


def sine_parallel(t):
    return V_PARALLEL * np.sin(OMEGA * t)


def cosine_parallel(t):
    return V_PARALLEL * np.cos(OMEGA * t)


def two_tone(t):
    return 2.5 * np.sin(OMEGA * t) + 1.5 * np.sin(3 * OMEGA * t + 0.4)


# Anti-series: constant resistance for equal and unequal states, any waveform
equal = [X_START, X_START]
x_ser, r_ser, i_ser = simulate("series", equal, sine_series)
total_series = r_ser.sum(axis=0)
assert spread(total_series) < 1e-9
_, r_uneq, _ = simulate("series", [0.35, 0.55], two_tone)
assert spread(r_uneq.sum(axis=0)) < 1e-9
# Control: the same devices with aligned polarity are not ohmic
_, r_aligned, _ = simulate("series", equal, sine_series, second_sign=1)
aligned_spread = spread(r_aligned.sum(axis=0))
assert aligned_spread > 0.1

# Antiparallel: circuit integration against the closed form in flux
x_par, r_par, i_par = simulate("parallel", equal, sine_parallel)
g_par = (1 / r_par).sum(axis=0)
flux = V_PARALLEL * (1 - np.cos(OMEGA * TIMES)) / OMEGA
m_start = memristance(X_START)
g_formula = ((m_start**2 - 2 * KAPPA * flux)**-0.5
             + (m_start**2 + 2 * KAPPA * flux)**-0.5)
assert np.allclose(g_par, g_formula, rtol=1e-8, atol=0)
assert spread((r_par**2).sum(axis=0)) < 1e-8
assert spread(g_par) > 0.05

# Slope and curvature in flux, by differences of integrated circuit data
step = 0.005
short_times = np.array([0, step, 2 * step, 3 * step])
_, r_dc, _ = simulate("parallel", [0.3, 0.5], lambda t: 1.0 + 0 * t,
                      times=short_times)     # 1 V, so flux equals time
g_dc = (1 / r_dc).sum(axis=0)
ma, mb = r_dc[:, 2]
slope = (g_dc[3] - g_dc[1]) / (2 * step)
curvature = (g_dc[3] - 2 * g_dc[2] + g_dc[1]) / step**2
assert np.isclose(slope, KAPPA * (ma**-3 - mb**-3), rtol=1e-2, atol=0)
assert np.isclose(curvature, 3 * KAPPA**2 * (ma**-5 + mb**-5),
                  rtol=1e-2, atol=0)

# Small-flux law; the next term of the series is below one percent of it
u_small = 0.05
t_small = u_small * m_start**2 / (2 * KAPPA)
_, r_small, _ = simulate("parallel", equal, lambda t: 1.0 + 0 * t,
                         times=np.array([0, t_small]))
g_small = (1 / r_small).sum(axis=0)
assert np.isclose(g_small[1] / g_small[0] - 1, 3 * u_small**2 / 8, rtol=1e-2)

# Sine: open loop. Cosine from equal states: single-valued but curved.
up, down = 30, 90                            # one eighth, three eighths period
i_ser_up, i_ser_down = i_ser[0, up], i_ser[0, down]
i_par_up, i_par_down = i_par[:, up].sum(), i_par[:, down].sum()
assert np.isclose(sine_parallel(TIMES[up]), sine_parallel(TIMES[down]))
assert np.isclose(i_ser_up, i_ser_down, rtol=1e-9, atol=0)
assert abs(i_par_down / i_par_up - 1) > 0.02
_, r_cos, i_cos = simulate("parallel", equal, cosine_parallel)
i_cos_total = i_cos.sum(axis=0)
assert np.allclose(i_cos_total, i_cos_total[::-1], rtol=1e-7, atol=1e-14)
cosine_spread = spread((1 / r_cos).sum(axis=0))
assert cosine_spread > 0.01


# Dual element: conductance affine in flux reverses the verdict
def dual_resistance(y):
    return 1 / (1 / R_OFF + (1 / R_ON - 1 / R_OFF) * y)


def dual_rate(current, y, resistance):
    return 1.0 * current * resistance        # one per volt-second


_, r_dual_p, _ = simulate("parallel", equal, sine_parallel,
                          rate=dual_rate, law=dual_resistance)
_, r_dual_s, _ = simulate("series", equal, sine_series,
                          rate=dual_rate, law=dual_resistance)
assert spread((1 / r_dual_p).sum(axis=0)) < 1e-9
assert spread(r_dual_s.sum(axis=0)) > 0.01


# Odd nonlinear drift keeps the anti-series result; a window usually does not
def sinh_rate(current, x, resistance):
    scale = 5e-6
    return K * scale * np.sinh(current / scale)


def window_rate(current, x, resistance):
    return K * current * 4 * x * (1 - x)


_, r_sinh, _ = simulate("series", equal, sine_series, rate=sinh_rate)
assert spread(r_sinh.sum(axis=0)) < 1e-9
_, r_win, _ = simulate("series", [0.3, 0.3], sine_series, rate=window_rate)
window_spread = spread(r_win.sum(axis=0))
assert window_spread > 0.01
_, r_mirror, _ = simulate("series", [0.3, 0.7], sine_series, rate=window_rate)
assert spread(r_mirror.sum(axis=0)) < 1e-8


# Hard stops: pass charge in small steps and clip each state separately
def push(states, charge, steps=4000):
    x1, x2 = states
    dx = K * charge / steps
    history = [memristance(x1) + memristance(x2)]
    for _ in range(steps):
        x1 = min(1.0, max(0.0, x1 + dx))
        x2 = min(1.0, max(0.0, x2 - dx))
        history.append(memristance(x1) + memristance(x2))
    return (x1, x2), np.array(history)


def departure_charge(states, charge):
    _, history = push(states, charge)
    first = np.argmax(np.abs(history / history[0] - 1) > 1e-9)
    return abs(charge) * first / (len(history) - 1)


test_charge = 0.9 / K
resolution = 2 * test_charge / 4000
assert abs(departure_charge((0.3, 0.5), test_charge)
           - min(1 - 0.3, 0.5) / K) < resolution
assert abs(departure_charge((0.3, 0.5), -test_charge)
           - min(0.3, 1 - 0.5) / K) < resolution
over_charge = 0.5 / K
state_over, hist_over = push((X_START, X_START), over_charge)
state_back, hist_back = push(state_over, -over_charge)
assert abs(hist_over[-1] / hist_over[0] - 1) > 0.01
assert spread(hist_back) < 1e-9
state_full, hist_full = push((X_START, X_START), 3 / K)
assert np.isclose(hist_full[-1], R_ON + R_OFF, rtol=1e-9)
_, hist_reverse = push(state_full, -3 / K)
assert spread(hist_reverse) < 1e-9
_, hist_complement = push((0.3, 0.7), 3 / K)
assert spread(hist_complement) < 1e-9

# Sizes of neglected effects; material inputs are rough typical values
ION_CHARGE = 2                               # oxygen vacancy, units of e
HOP = 0.3e-9
BREAKDOWN = 1.0e8                            # V/m, equal to 1 MV/cm
MIGRATION_EV = 0.7
BARRIER_EV = 1.0
RADIUS = 2e-6                                # disc electrode
HEAT_CONDUCTIVITY = 1.4                      # oxide under the device, W/(m K)
thermal_volt = const.k * TEMPERATURE / const.e
travel = np.ptp(x_ser[0]) * THICKNESS
diffusivity = MOBILITY * thermal_volt / ION_CHARGE
diffusion_length = np.sqrt(2 * diffusivity * PERIOD / 2)
field_series = R_OFF * np.max(np.abs(i_ser)) / THICKNESS
branch, instant = np.unravel_index(np.argmax(np.abs(i_par)), i_par.shape)
field_parallel = R_OFF * abs(i_par[branch, instant]) / THICKNESS
hop_argument = ION_CHARGE * HOP * field_parallel / (2 * thermal_volt)
hop_factor = np.sinh(hop_argument) / hop_argument
# Triangular-barrier exponent; the triangle must fit in the undoped layer
undoped = (1 - x_par[branch, instant]) * THICKNESS
assert BARRIER_EV / field_parallel < undoped
tunnel_exponent = (4 * np.sqrt(2 * const.m_e) * (BARRIER_EV * const.e)**1.5
                   / (3 * const.hbar * const.e * field_parallel))
# Isothermal disc on a half-space; each device heats itself only
thermal_resistance = 1 / (4 * HEAT_CONDUCTIVITY * RADIUS)
warming = np.max(i_ser**2 * r_ser) * thermal_resistance


def heated_rate(current, x, resistance):
    rise = current**2 * resistance * thermal_resistance
    return K * current * np.exp(MIGRATION_EV * rise
                                / (thermal_volt * TEMPERATURE))


_, r_hot, _ = simulate("series", equal, sine_series, rate=heated_rate)
hot_spread = spread(r_hot.sum(axis=0))
assert hot_spread > 1e-5

half = 120                                   # half a period, largest flux
print(f"Film thickness: {THICKNESS*1e9:.0f} nm")
print(f"R_on, R_off: {R_ON/1e3:.0f}, {R_OFF/1e3:.0f} kOhm")
print(f"Vacancy mobility: {MOBILITY*1e4:.1e} cm2/Vs")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"Drive frequency: {FREQUENCY:.0f} Hz")
print(f"Amplitude, anti-series / antiparallel: {V_SERIES:.0f} / {V_PARALLEL:.0f} V")
print(f"Both starting states x: {X_START:.2f}")
print(f"Each starting resistance: {m_start/1e3:.1f} kOhm")
print(f"Drift constant k: {K*1e-6:.3f} per uC")
print(f"kappa = (R_off-R_on)*k: {KAPPA*1e-9:.1f} kOhm per uC")
print(f"Anti-series R at start: {total_series[0]/1e3:.3f} kOhm")
print(f"Anti-series R at half period: {total_series[half]/1e3:.3f} kOhm")
print(f"Anti-series x1, x2 at half period: {x_ser[0,half]:.4f}, {x_ser[1,half]:.4f}")
print(f"Anti-series M1, M2 at half period: {r_ser[0,half]/1e3:.1f}, {r_ser[1,half]/1e3:.1f} kOhm")
print(f"Charge passed in half period: {(x_ser[0,half]-X_START)/K*1e6:.3f} uC")
print(f"Charge allowed before a stop: {min(1-X_START,X_START)/K*1e6:.3f} uC")
print(f"Aligned-series resistance spread: {100*aligned_spread:.1f} %")
print(f"Antiparallel flux at half period: {flux[half]:.4f} V s")
print(f"Antiparallel u at half period: {2*KAPPA*flux[half]/m_start**2:.4f} (no unit)")
print(f"Antiparallel x1, x2 at half period: {x_par[0,half]:.4f}, {x_par[1,half]:.4f}")
print(f"Antiparallel M1, M2 at half period: {r_par[0,half]/1e3:.1f}, {r_par[1,half]/1e3:.1f} kOhm")
print(f"Antiparallel G at start: {g_par[0]*1e6:.3f} uS")
print(f"Antiparallel G at half period: {g_par[half]*1e6:.3f} uS")
print(f"Antiparallel G rise: {100*(g_par[half]/g_par[0]-1):.2f} %")
print(f"Anti-series voltage at T/8 and 3T/8: {sine_series(TIMES[up]):.3f} V")
print(f"Anti-series current at T/8, 3T/8: {i_ser_up*1e6:.3f}, {i_ser_down*1e6:.3f} uA")
print(f"Antiparallel voltage at T/8 and 3T/8: {sine_parallel(TIMES[up]):.3f} V")
print(f"Antiparallel current at T/8, 3T/8: {i_par_up*1e6:.3f}, {i_par_down*1e6:.3f} uA")
print(f"Cosine drive, antiparallel G spread: {100*cosine_spread:.2f} %")
print(f"Window model, x=0.3 both, R spread: {100*window_spread:.2f} %")
print(f"Overdrive charge: {over_charge*1e6:.3f} uC")
print(f"States after overdrive: {state_over[0]:.3f}, {state_over[1]:.3f}")
print(f"R after overdrive: {hist_over[-1]/1e3:.1f} kOhm")
print(f"States after return: {state_back[0]:.3f}, {state_back[1]:.3f}")
print(f"R after return: {hist_back[-1]/1e3:.1f} kOhm")
print(f"R after full overdrive: {hist_full[-1]/1e3:.1f} kOhm")
print(f"Front travel, anti-series: {travel*1e9:.2f} nm")
print(f"Diffusion length in half period: {diffusion_length*1e9:.2f} nm")
print(f"Peak undoped field, anti-series: {field_series*1e-8:.3f} MV/cm")
print(f"Peak undoped field, antiparallel: {field_parallel*1e-8:.3f} MV/cm")
print(f"Rough breakdown field (input): {BREAKDOWN*1e-8:.1f} MV/cm")
print(f"Peak field / breakdown field: {field_parallel/BREAKDOWN:.2f}")
print(f"Vacancy charge, hop length (inputs): {ION_CHARGE} e, {HOP*1e9:.1f} nm")
print(f"High-field hopping speed-up, at most: {hop_factor:.3f} times")
print(f"Tunnel barrier (input): {BARRIER_EV:.1f} eV")
print(f"Tunnelling exponent: {tunnel_exponent:.1f} (factor exp(-exponent))")
print(f"Electrode radius (input): {RADIUS*1e9:.0f} nm")
print(f"Oxide heat conductivity (input): {HEAT_CONDUCTIVITY:.1f} W/(m K)")
print(f"Migration energy (input): {MIGRATION_EV:.1f} eV")
print(f"Peak self-heating, anti-series: {warming:.2f} K")
print(f"Anti-series R spread from heating: {100*hot_spread:.3f} %")
print("checks complete")
```

Printed output:

```
Film thickness: 50 nm
R_on, R_off: 100, 500 kOhm
Vacancy mobility: 1.0e-10 cm2/Vs
Temperature: 300 K
Drive frequency: 3 Hz
Amplitude, anti-series / antiparallel: 4 / 2 V
Both starting states x: 0.40
Each starting resistance: 340.0 kOhm
Drift constant k: 0.400 per uC
kappa = (R_off-R_on)*k: 160.0 kOhm per uC
Anti-series R at start: 680.000 kOhm
Anti-series R at half period: 680.000 kOhm
Anti-series x1, x2 at half period: 0.6497, 0.1503
Anti-series M1, M2 at half period: 240.1, 439.9 kOhm
Charge passed in half period: 0.624 uC
Charge allowed before a stop: 1.000 uC
Aligned-series resistance spread: 35.8 %
Antiparallel flux at half period: 0.2122 V s
Antiparallel u at half period: 0.5874 (no unit)
Antiparallel x1, x2 at half period: 0.7040, 0.1791
Antiparallel M1, M2 at half period: 218.4, 428.4 kOhm
Antiparallel G at start: 5.882 uS
Antiparallel G at half period: 6.913 uS
Antiparallel G rise: 17.53 %
Anti-series voltage at T/8 and 3T/8: 2.828 V
Anti-series current at T/8, 3T/8: 4.159, 4.159 uA
Antiparallel voltage at T/8 and 3T/8: 1.414 V
Antiparallel current at T/8, 3T/8: 8.342, 9.285 uA
Cosine drive, antiparallel G spread: 3.45 %
Window model, x=0.3 both, R spread: 3.26 %
Overdrive charge: 1.250 uC
States after overdrive: 0.900, 0.000
R after overdrive: 640.0 kOhm
States after return: 0.400, 0.500
R after return: 640.0 kOhm
R after full overdrive: 600.0 kOhm
Front travel, anti-series: 12.48 nm
Diffusion length in half period: 6.56 nm
Peak undoped field, anti-series: 0.588 MV/cm
Peak undoped field, antiparallel: 0.716 MV/cm
Rough breakdown field (input): 1.0 MV/cm
Peak field / breakdown field: 0.72
Vacancy charge, hop length (inputs): 2 e, 0.3 nm
High-field hopping speed-up, at most: 1.119 times
Tunnel barrier (input): 1.0 eV
Tunnelling exponent: 95.4 (factor exp(-exponent))
Electrode radius (input): 2000 nm
Oxide heat conductivity (input): 1.4 W/(m K)
Migration energy (input): 0.7 eV
Peak self-heating, anti-series: 1.21 K
Anti-series R spread from heating: 0.312 %
checks complete
```
